# Fermion Signs for Two Spinless Particles on a Three-Site Ring

## One undetermined sign

Two particles without spin move on a ring of three sites, with one orbital per site. No site can hold two particles, and the Hamiltonian contains hopping alone:

$$H=-t\sum_{j=1}^{3}\left(a_j^\dagger a_{j+1}+a_{j+1}^\dagger a_j\right),\qquad a_4\equiv a_1,\qquad t>0 .$$

The hopping energy $t$ is the one energy in the problem, so every eigenvalue is a pure number times $t$. There are three configurations, with the particles on sites 12, 13 or 23. A hop always changes the configuration, so the diagonal of the $3\times3$ Hamiltonian matrix vanishes. Any two configurations are joined by moving one particle across one bond, so each off-diagonal element is $+t$ or $-t$.

Call these elements $A$ (between 12 and 13), $B$ (between 12 and 23) and $C$ (between 13 and 23). Expanding the determinant along its first row gives

$$\begin{vmatrix}\lambda&-A&-B\\-A&\lambda&-C\\-B&-C&\lambda\end{vmatrix}
=\lambda(\lambda^2-C^2)-A(A\lambda+BC)-B(AC+B\lambda).$$

Since $A^2=B^2=C^2=t^2$, the eigenvalues obey

$$\lambda^3-3t^2\lambda-2ABC=0,\qquad ABC=\pm t^3 .$$

Dimensions and geometry thus leave one sign open, that of $ABC$. The claim to be examined is that this sign is the same for fermions and for bosons that cannot share a site: without spin, the argument runs, the Pauli principle merely forbids double occupancy, so the fermion signs can be dropped. The three-site ring refutes it.

## The two kinds of particle

Let $\zeta=-1$ for fermions and $\zeta=+1$ for hard-core bosons. For both, creation operators on different sites satisfy

$$a_i^\dagger a_j^\dagger=\zeta\,a_j^\dagger a_i^\dagger\qquad(i\neq j),$$

and on one site $(a_j^\dagger)^2=0$ and $a_ja_j^\dagger+a_j^\dagger a_j=1$. The on-site rules, which express exclusion, are identical. The difference lies between different sites, where fermion operators anticommute and hard-core boson operators commute.

The basis states are $|ij\rangle=a_i^\dagger a_j^\dagger|0\rangle$ with $i<j$. To find the action of a hop $a_i^\dagger a_j$ with $i\neq j$, move it to the right through the creation operators of other sites. It contains two operators, so each passage gives $\zeta^2=1$. When it reaches $a_j^\dagger$, it meets a state in which site $j$ is otherwise empty, and $a_i^\dagger a_ja_j^\dagger=a_i^\dagger(1-a_j^\dagger a_j)$ reduces to $a_i^\dagger$. A hop therefore replaces $a_j^\dagger$ by $a_i^\dagger$ in the same place in the string. A sign can arise only when the string is then put back into ascending order.

The three elements follow:

$$a_3^\dagger a_2|12\rangle=a_1^\dagger a_3^\dagger|0\rangle=|13\rangle\quad\Rightarrow\quad A=-t,$$

$$a_2^\dagger a_1|13\rangle=a_2^\dagger a_3^\dagger|0\rangle=|23\rangle\quad\Rightarrow\quad C=-t,$$

$$a_3^\dagger a_1|12\rangle=a_3^\dagger a_2^\dagger|0\rangle=\zeta|23\rangle\quad\Rightarrow\quad B=-\zeta t .$$

Hence $ABC=-\zeta t^3$. Because $\zeta^2=1$, the characteristic equation factorizes:

$$\lambda^3-3t^2\lambda+2\zeta t^3=(\lambda-\zeta t)^2(\lambda+2\zeta t)=0 .$$

- Hard-core bosons have energies $-2t,\ t,\ t$. The ground energy is $-2t$, and the ground state is unique.
- Fermions have energies $-t,\ -t,\ 2t$. The ground energy is $-t$, and there are two ground states.

The condition $t>0$ matters. Replacing $t$ by $-t$ reverses both spectra, and the ground energies become $-2|t|$ for fermions and $-|t|$ for hard-core bosons.

## Why the sign cannot be defined away

The single positive element $B=+t$ of the fermion matrix depends on the ordering convention. Reversing the sign of one basis state moves the minus signs about, but each basis state enters two of the three factors of $ABC$. The product is unchanged, so no choice of signs turns the fermion matrix into the boson matrix.

The product records a physical exchange. Put particle P on site 1 and particle Q on site 2. Move Q from 2 to 3, P from 1 to 2, and Q from 3 to 1. No site is ever doubly occupied, and the occupied sites are again 1 and 2, but the particles have changed places. The operator string goes through

$$a_1^\dagger a_2^\dagger\to a_1^\dagger a_3^\dagger\to a_2^\dagger a_3^\dagger\to a_2^\dagger a_1^\dagger=\zeta\,a_1^\dagger a_2^\dagger .$$

Exclusion does not prevent exchange here, because the ring offers a way round.

## The same energies seen from the orbitals

One particle on the ring has energies $-2t\cos k$ with $k=0,\pm2\pi/3$, that is $-2t,\ t,\ t$. Two fermions fill the lowest orbital and one of the other two, so their energy is $-2t+t=-t$, with two ways of choosing the second orbital.

Hard-core bosons do not fill these orbitals independently. Let $\tilde a_0=(a_1+a_2+a_3)/\sqrt3$ belong to $k=0$, and let $n_0=\tilde a_0^\dagger\tilde a_0$. On three sites every pair of different sites is a pair of neighbours, so

$$3n_0=\sum_{i,j}a_i^\dagger a_j=N-\frac{H}{t}
\quad\Rightarrow\quad
\langle n_0\rangle=\frac13\left(2-\frac{E}{t}\right)$$

for $N=2$. The fermion ground states have $\langle n_0\rangle=(2+1)/3=1$. The boson ground state has $\langle n_0\rangle=(2+2)/3\approx1.33$. Fermions cannot reach this value, since $\tilde a_0$ is itself a fermion operator and its occupation cannot exceed 1.

## Ordinary bosons with strong repulsion

Hard-core bosons are the limit of ordinary bosons with a repulsion $\frac U2\sum_jn_j(n_j-1)$ as $U\to\infty$. For $U\ge0$ all off-diagonal elements are zero or negative in the occupation basis. Replacing the amplitudes of a ground state by their moduli therefore cannot raise the energy. Averaging the resulting state over the rotations and reflections of the ring gives a ground state that is a combination of

$$|S\rangle=\frac{|12\rangle+|13\rangle+|23\rangle}{\sqrt3},\qquad
|D\rangle=\frac{|11\rangle+|22\rangle+|33\rangle}{\sqrt3},$$

where $|jj\rangle$ is the normalized state with two bosons on site $j$.

Each pair state is reached by hopping from the other two, which gives $\langle S|H|S\rangle=-2t$. It is also reached from two doubly occupied states, each with amplitude $-\sqrt2\,t$, which gives $\langle S|H|D\rangle=-2\sqrt2\,t$. With $\langle D|H|D\rangle=U$,

$$(E+2t)(E-U)=8t^2,\qquad
E=\frac{U-2t}{2}-\sqrt{\left(\frac{U+2t}{2}\right)^2+8t^2}.$$

At $U=0$ this is $-t-3t=-4t$, two free bosons in the lowest orbital. It gives $-2.633t$ at $U=10t$, $-2.078t$ at $U=100t$ and $-2.008t$ at $U=1000t$. For large $U$ the equation gives $E\approx-2t-8t^2/U$. Repulsion raises the energy towards $-2t$ from below; it does not turn the bosons into fermions with energy $-t$.

## The correct general statement

Consider $N$ particles on a ring of $L\ge3$ sites, with $1\le N\le L$, nearest-neighbour hopping and $t>0$.

**For odd $N$, fermions and hard-core bosons have the same energies. For even $N$, the hard-core bosons have the energies of fermions whose hopping across the closing bond, between sites $L$ and 1, is reversed in sign. The ground energies are**

$$E_B=-2t\,\frac{\sin(\pi N/L)}{\sin(\pi/L)},\qquad
E_F=\begin{cases}E_B,&N\text{ odd}\\ E_B\cos(\pi/L),&N\text{ even.}\end{cases}$$

**Proof of the sign rule.** Write each basis state with its creation operators in ascending order. A hop between $j$ and $j+1$ replaces one operator by the other in place. No site lies between them, so the order stays ascending and no sign appears. A hop from site 1 to site $L$ replaces the first operator by $a_L^\dagger$, which must then pass the other $N-1$ operators. This gives $\zeta^{N-1}$, and the reverse hop gives the same factor. For fermions the factor is $(-1)^{N-1}$. It equals 1 for odd $N$, and for even $N$ it is cancelled by reversing the closing bond.

**Proof of the energies.** By this rule, the boson energies are those of free fermions whose closing bond carries the factor $(-1)^{N-1}$. Their orbitals are plane waves with $e^{ikL}=(-1)^{N-1}$ and energy $-2t\cos k$. The allowed $k$ are spaced by $2\pi/L$, and the $N$ lowest levels lie symmetrically about zero:

$$k_m=\frac{\pi}{L}(2m-N+1),\qquad m=0,\dots,N-1 .$$

To sum the cosines, use

$$2\sin\frac{\pi}{L}\cos k_m=\sin\left(k_m+\frac{\pi}{L}\right)-\sin\left(k_m-\frac{\pi}{L}\right).$$

Since $k_m+\pi/L=k_{m+1}-\pi/L$, neighbouring terms cancel in the sum over $m$. The two ends leave $\sin(\pi N/L)-\sin(-\pi N/L)=2\sin(\pi N/L)$, which gives $E_B$.

For an even number of fermions on the original ring, $e^{ikL}=1$. One set of $N$ lowest levels is $k_m+\pi/L$: it contains $k=0$, complete pairs $\pm k$, and one unpaired level at the top. Then

$$\sum_m\cos\left(k_m+\frac{\pi}{L}\right)=\cos\frac{\pi}{L}\sum_m\cos k_m-\sin\frac{\pi}{L}\sum_m\sin k_m .$$

The last sum vanishes because the $k_m$ are symmetric about zero, and $E_F=E_B\cos(\pi/L)$ follows. This completes the proof.

For $L=3$, $N=2$ the two sines are equal, so $E_B=-2t$, and $\cos(\pi/3)=1/2$ gives $E_F=-t$.

## How the difference fades

For even $N$, the identity $(1-\cos x)/\sin x=\tan(x/2)$ gives

$$E_F-E_B=2t\tan\frac{\pi}{2L}\,\sin\frac{\pi N}{L}.$$

For two particles the ground energies, in units of $t$, are:

| $L$ | fermions | hard-core bosons | difference |
|---|---|---|---|
| 3 | −1.000 | −2.000 | 1.000 |
| 4 | −2.000 | −2.828 | 0.828 |
| 5 | −2.618 | −3.236 | 0.618 |
| 7 | −3.247 | −3.604 | 0.357 |

At fixed density $N/L$ the difference falls as $1/L$ for large $L$. At fixed $N=2$ it falls faster, as $2\pi^2t/L^2$, because the second sine also becomes small.

## Where the signs do drop out, and where they remain

Remove the closing bond, and the ring becomes an open chain. No hop then produces a sign, so the two Hamiltonian matrices are identical for every $N$. All energies and all site occupations agree. The particles cannot pass one another, and no sequence of hops exchanges them.

For two particles on an open chain of three sites, the ground state is

$$\frac12|12\rangle+\frac1{\sqrt2}|13\rangle+\frac12|23\rangle,\qquad E=-\sqrt2\,t\approx-1.414t,$$

with site occupations 0.75, 0.50 and 0.75 for both kinds of particle. Yet even here the signs survive in a quantity that carries a particle past another. Since $a_1^\dagger a_3|23\rangle=a_2^\dagger a_1^\dagger|0\rangle=\zeta|12\rangle$, and the other two basis states give zero,

$$\langle a_1^\dagger a_3\rangle=\zeta\cdot\frac12\cdot\frac12=\frac{\zeta}{4},$$

which is $+0.25$ for hard-core bosons and $-0.25$ for fermions. Adding a hop between sites 1 and 3 puts this quantity into the Hamiltonian. With strength $t$, that hop restores the three-site ring, and the energies separate again.

Numerical values quoted here were computed with a short program.
